# Insulation field when a flat gas void begins to discharge

## Problem

A flat, air-filled void of thickness $d=0.1$ mm lies inside a solid insulator of relative permittivity $\varepsilon=2.3$. Its two faces are perpendicular to the applied field, and its width is much larger than its thickness. The air breaks down when the voltage across the void reaches $U=1.0$ kV.

(a) What is the field in the insulation beside the void at that moment?

(b) The insulator is a plate of thickness $L=5.0$ mm between flat electrodes, and the void extends across the whole plate. What electrode voltage starts the discharge?

(c) How far do the answers move if the void has a finite width, if its walls carry charge, if the solid conducts slightly, or if the discharge voltage is not quite 1 kV?

The voltage alternates at 50 Hz. Voltages and fields are peak values unless marked rms, because the air responds to the instantaneous voltage. Before the first discharge there is no free charge in the void or on its walls. The relative permittivity of air is taken as 1, and a free electron is assumed to be available to start the discharge as soon as the voltage suffices.

## First estimate by scaling

The data contain one voltage, $U$, and one length that belongs to the void, $d$. The field scale they form is

$$
\frac{U}{d}=\frac{1.0\ \text{kV}}{0.1\ \text{mm}}=10\ \text{MV/m}.
$$

The permittivity is a pure number, so dimensional analysis cannot fix how it enters. For a void much wider than it is thick, the insulation field must have the form

$$
E_{\text{ins}}=\frac{U}{d}\,f(\varepsilon).
$$

Two limits restrict $f$. If $\varepsilon=1$, the solid is electrically the same as the gas, the void makes no difference, and $f(1)=1$. If $\varepsilon$ is very large, the solid polarizes so easily that it behaves like a conductor: it screens its own interior and leaves the voltage to the gap, so $f\to0$. These limits do not fix $f$ in between. If it falls steadily from one to the other, the insulation field at $\varepsilon=2.3$ lies below 10 MV/m, and since 2.3 is not far from 1, some megavolts per metre is a plausible guess. The function $f$ has to come from the field equations.

## Exact solution for a wide void

**The field in the gap.** Let the upper electrode be positive, and count fields as positive when they point downward. Far from the edges of a wide void, the field depends on depth alone. The gas holds no charge, so Gauss's law says that the field does not change with depth inside the gap. The voltage is then field times thickness:

$$
U=E_{\text{void}}\,d
\qquad\Rightarrow\qquad
E_{\text{void}}=\frac{U}{d}=10\ \text{MV/m}.
$$

**The condition at the wall.** Place a thin, flat box of face area $S$ around a piece of the upper wall, with its upper face in the solid and its lower face in the gas. The electric displacement is $\varepsilon_0\varepsilon E_{\text{ins}}$ in the solid and $\varepsilon_0E_{\text{void}}$ in the gas, both directed downward. Displacement leaves the box through its lower face and enters through its upper face. The sides contribute nothing, since the field runs parallel to them. If the wall carries free charge $\sigma_{\text f}$ per area, Gauss's law gives

$$
\varepsilon_0E_{\text{void}}S-\varepsilon_0\varepsilon E_{\text{ins}}S=\sigma_{\text f}S .
\tag{1}
$$

Before the first discharge $\sigma_{\text f}=0$. Dividing by $\varepsilon_0S$ leaves

$$
E_{\text{void}}=\varepsilon E_{\text{ins}} .
\tag{2}
$$

**The result for (a).** Inserting $E_{\text{void}}=U/d$ and dividing by $\varepsilon$,

$$
E_{\text{ins}}=\frac{U}{\varepsilon d}
=\frac{10\ \text{MV/m}}{2.3}=4.348\ \text{MV/m}.
\tag{3}
$$

To two figures this is 4.3 MV/m, or 0.043 MV/cm. For a sinusoidal voltage the rms value is smaller by $\sqrt2$, which gives 3.07 MV/m.

**Why the gas has the larger field.** The polarization of the solid is $P=\varepsilon_0(\varepsilon-1)E_{\text{ins}}$, directed downward. Where the solid ends at the upper wall, this polarization leaves bound charge $+P$ per area; where the solid begins again at the lower wall, it leaves $-P$. These two charged sheets add a downward field $P/\varepsilon_0$ in the gap. Hence

$$
E_{\text{void}}=E_{\text{ins}}+\frac{P}{\varepsilon_0}
=E_{\text{ins}}+(\varepsilon-1)E_{\text{ins}}
=\varepsilon E_{\text{ins}},
$$

which is equation (2) again. The weaker dielectric, the gas, receives the stronger field.

The orientation of the void matters. If its broad faces were parallel to the field, the relevant condition would be continuity of the tangential field, which follows from the vanishing circulation of an electrostatic field around a narrow loop across the wall. The fields on the two sides of a broad face would be equal. Away from its ends, a void much longer along the field than it is thick would therefore show almost no enhancement.

**The result for (b).** Let the solid layers above and below the void have thicknesses $a$ and $b$, so that $a+b=L-d$. Equation (2) holds at both walls, so both layers have the same field. Adding the voltages from top to bottom,

$$
V=E_{\text{ins}}a+U+E_{\text{ins}}b
=E_{\text{ins}}(L-d)+U .
\tag{4}
$$

The depth of the void has dropped out. The solid part is 4.9 mm thick and takes

$$
4.348\ \text{MV/m}\times4.9\ \text{mm}=21.30\ \text{kV},
$$

so the discharge starts at

$$
V=21.30\ \text{kV}+1.0\ \text{kV}=22.30\ \text{kV},
$$

or 15.77 kV rms. As a check on (4), setting $\varepsilon=1$ gives $V=(U/d)(L-d)+U=UL/d$, the voltage of a uniform field $U/d$ across the full thickness.

## Comparison of the estimate with the solution

The exact function is $f(\varepsilon)=1/\varepsilon$. It has both limits used in the estimate. The bare scale $U/d$ is too large by the factor $\varepsilon=2.3$, because it is the field in the gas and not the field in the solid.

The scaling also says that $E_{\text{ins}}$ is proportional to $1/d$, but this holds at fixed $U$. The discharge voltage of a real gap depends on its thickness, so a comparison of different voids needs a law for $U$. That law also shows whether 1 kV is a reasonable value.

## How far the answers move

**Discharge voltage of the air gap.** Let one electron leave the negative side of the gap. If each electron produces $\alpha$ new ionizations per unit length, the number of electrons grows to $e^{\alpha d}$ across the gap, and $e^{\alpha d}-1$ positive ions are left behind. Let each ion release $\gamma$ new electrons, on average, when it reaches the negative wall. The process sustains itself when one electron produces one successor:

$$
\gamma\left(e^{\alpha d}-1\right)=1
\qquad\Rightarrow\qquad
\alpha d=\ln\!\left(1+\frac1\gamma\right)\equiv K .
$$

An empirical form for the ionization coefficient at pressure $p$ is $\alpha=Ap\,e^{-Bp/E}$. With $E=U/d$ the condition becomes

$$
Apd\;e^{-Bpd/U}=K .
$$

Dividing by $Apd$, taking the logarithm and changing the sign gives $Bpd/U=\ln(Apd/K)$, and therefore

$$
U=\frac{Bpd}{\ln(Apd/K)} .
\tag{5}
$$

As inputs for a rough estimate in air, take the fit parameters $A=15$ per cm Torr and $B=365$ V per cm Torr; they are not accurate to all the digits shown. The yield $\gamma=0.01$ is also rough, all the more so because the walls here are polymer and not metal. At 760 Torr, $pd=7.60$ Torr cm, and

$$
U=\frac{365\times7.60}{\ln\!\left[15\times7.60/\ln(1+1/0.01)\right]}\ \text{V}=865\ \text{V}.
$$

The inputs, above all $\gamma$, are too rough to fix even the first digit of this voltage, but they show that the assumed 1 kV is of the right size. Using 865 V instead, with $d$ and $\varepsilon$ unchanged, lowers the insulation field from 4.35 to 3.76 MV/m.

Equation (5) also corrects the dependence on thickness. Inserting it into (3) gives

$$
E_{\text{ins}}=\frac{Bp}{\varepsilon\,\ln(Apd/K)} .
$$

At fixed pressure, $d$ now appears only inside the logarithm. Differentiating $\ln E_{\text{ins}}$ with respect to $\ln d$ gives $-1/\ln(Apd/K)$. The logarithm equals $Bpd/U=365\times7.60/865\approx3.2$, so in this model a void 1 % thicker needs an insulation field about 0.3 % lower. At fixed $U$ the reduction would be 1 %.

**Finite width.** A void of finite width has finite sheets of bound charge on its faces, and these add less field at its centre than infinite sheets do. The effect can be derived when $\varepsilon-1$ is small. To leading order, the faces of a disc-shaped void of radius $R$ then carry uniform bound charge $\pm\varepsilon_0(\varepsilon-1)E_{\text{rem}}$ per area, where $E_{\text{rem}}$ is the field far from the void. The side wall is parallel to the field and carries none.

A disc with charge $\sigma$ per area produces, on its axis at distance $z$, the field

$$
\frac{1}{4\pi\varepsilon_0}\int_0^R\frac{\sigma\,z\;2\pi r\,dr}{(r^2+z^2)^{3/2}}
=\frac{\sigma}{2\varepsilon_0}\left(1-\frac{z}{\sqrt{R^2+z^2}}\right).
$$

At the centre of the void $z=d/2$ for both faces. Their charges are opposite and lie on opposite sides, so their fields add:

$$
E_{\text{centre}}=E_{\text{rem}}\left[1+(\varepsilon-1)N\right],
\qquad
N=1-\frac{d/2}{\sqrt{R^2+d^2/4}} .
$$

For $R\gg d$ this becomes $N\approx1-d/(2R)$: the shortfall from a wide void is inversely proportional to the diameter.

At $\varepsilon=2.3$ the contrast is not small, and the field was computed numerically for discs midway between electrodes 20 mm apart. As a test of that calculation, a disc of radius 0.1 mm in a medium with $\varepsilon=1.001$ gave $N=0.551$, against 0.553 from the formula. In the table, the voltage across the void on its axis is held at 1 kV, and the remote field is the electrode voltage divided by 20 mm.

| Diameter (mm) | Remote field (MV/m) | Excess over 4.348 MV/m |
|---:|---:|---:|
| 1 | 4.96 | 14.0 % |
| 2 | 4.65 | 7.0 % |
| 5 | 4.47 | 2.7 % |
| 10 | 4.41 | 1.4 % |

Over these diameters the excess falls roughly as the inverse of the diameter, the same trend as in the weak-contrast formula. It does not go to zero for still wider discs: with electrodes 20 mm apart, equation (4) makes it level off at $(\varepsilon-1)d/(20\ \text{mm})=0.65$ %. In all four cases the field in the solid beside the middle of the face is 4.35 MV/m. Equation (3) therefore describes the local field well even for the narrowest of these discs. What changes is the field that must be applied from afar to produce it.

**Charge left on the walls.** A discharge drives electrons to the upper wall and positive charge to the lower one. Suppose charges $-s$ and $+s$ per area remain there. While the upper electrode is still positive, equation (1) with $\sigma_{\text f}=-s$ reads $\varepsilon_0E_{\text{void}}-\varepsilon_0\varepsilon E_{\text{ins}}=-s$, so that

$$
E_{\text{ins}}=\frac{E_{\text{void}}+s/\varepsilon_0}{\varepsilon}.
$$

The charge opposes the applied field, and more insulation field is needed to bring the gas back to 10 MV/m. After the polarity reverses, the same charge aids the field and the sign of $s$ changes. Take $s$ to be 10 % of $\varepsilon_0E_{\text{void}}$, which is 8.85 µC/m². The two fields are

$$
\frac{10+1}{2.3}\ \text{MV/m}=4.78\ \text{MV/m},
\qquad
\frac{10-1}{2.3}\ \text{MV/m}=3.91\ \text{MV/m}.
$$

The 10 % is only an illustration, and a small one. If a discharge lowers the gap voltage by $\Delta U$ while the electrode voltage of the plate in (b) stays fixed, the field in the solid must rise by $\Delta U/(L-d)$, and the relation above gives $s=\varepsilon_0\Delta U\,[1/d+\varepsilon/(L-d)]$. A charge of 10 % thus corresponds to a gap voltage that falls by only about a tenth. A fall to half leaves 52 %, and the discharge of opposite polarity then starts at an insulation field of 2.07 MV/m. A complete collapse leaves 105 %, and the next discharge can start when the electrode voltage has merely returned to zero. Equation (3) is thus a statement about the first discharge. Later ones depend on what the earlier ones left behind.

**Conduction in the solid.** Let the solid have conductivity $\sigma_{\text c}$ and the gas none, and write the fields as amplitudes times $e^{i\omega t}$. The sum of conduction and displacement current is continuous across the wall:

$$
(\sigma_{\text c}+i\omega\varepsilon_0\varepsilon)E_{\text{ins}}
=i\omega\varepsilon_0E_{\text{void}} .
$$

Dividing by $i\omega\varepsilon_0E_{\text{ins}}$ and using $1/i=-i$,

$$
\frac{E_{\text{void}}}{E_{\text{ins}}}
=\varepsilon-\frac{i\sigma_{\text c}}{\omega\varepsilon_0}.
$$

The second term is small compared with the first when $\sigma_{\text c}/(\omega\varepsilon_0\varepsilon)\ll1$. For a rough polyethylene value of $10^{-15}$ S/m at 50 Hz this ratio is $1.6\times10^{-7}$, so permittivity alone sets the field division. The conclusion fails for a steady voltage. As $\omega\to0$ the second term grows without limit, and the normal field in the solid beside the wall goes to zero. A void that spans the whole plate then takes the whole voltage. Around a void of finite width the current flows past the edges, and the gap takes only part of the electrode voltage. If the gas conducts as well, the steady current must be the same on both sides of the wall, so the ratio of the two conductivities decides the division.

## The model beside a real insulation

The permittivity used here is that of polyethylene, and 50 Hz is a power-line frequency. The short-time strength of the solid is roughly 50 MV/m, though it varies with thickness, purity and duration of stress. The insulation field at inception is a little under a tenth of that value, so in this model the void discharges long before the solid itself is near breakdown. A real void can depart from the model in its width, its wall charge and its gas, and also in its shape, which was not varied here beyond the width. In the cases worked out here, a diameter of 1 mm raises the required remote field by 14 %, the assumed wall charge shifts the required field by 10 % either way (a discharge that largely collapses the gap voltage leaves several times more charge), and the estimated discharge voltage of 865 V lowers it by 13.5 %. The figure of 4.3 MV/m is therefore a reasonable estimate for the first discharge in a wide, uncharged, air-filled void 0.1 mm thick at atmospheric pressure. It is not a safe design field, since a thicker void, a somewhat lower gas pressure or aiding wall charge would bring the discharge on at a lower insulation field. For the pressure this follows from equation (5): at fixed $d$, the derivative of $\ln U$ with respect to $\ln p$ is $1-1/\ln(Apd/K)$, which is positive as long as the logarithm exceeds 1. Here it is about 3.2; at much lower pressure the trend reverses. The computed values are collected in the numerical output.

## Computed results

```
Void thickness: 0.1 mm
Void voltage at discharge (peak): 1.0 kV
Relative permittivity of insulation: 2.3
Void field: 10.00 MV/m
Insulation field, peak: 4.348 MV/m
Insulation field, peak: 0.0435 MV/cm
Insulation field, rms: 3.07 MV/m
Plate thickness: 5.0 mm
Voltage across solid part: 21.30 kV
Electrode voltage, void spanning plate, peak: 22.30 kV
Electrode voltage, rms: 15.77 kV
Disc voids between electrodes 20 mm apart:
  diameter 1 mm: remote field 4.96 MV/m, excess 14.0 %, beside face 4.35 MV/m
  diameter 2 mm: remote field 4.65 MV/m, excess 7.0 %, beside face 4.35 MV/m
  diameter 5 mm: remote field 4.47 MV/m, excess 2.7 %, beside face 4.35 MV/m
  diameter 10 mm: remote field 4.41 MV/m, excess 1.4 %, beside face 4.35 MV/m
Weak-contrast disc factor, numerical: 0.551
Weak-contrast disc factor, Coulomb: 0.553
Leftover wall charge (10 % case): 8.85 uC/m2
Insulation field, charge opposing: 4.78 MV/m
Insulation field, charge aiding: 3.91 MV/m
Frequency: 50 Hz
Rough conductivity: 1e-15 S/m
Conduction/displacement current ratio: 1.6e-07
Air coefficient A (rough): 15 per cm Torr
Air coefficient B (rough): 365 V per cm Torr
Electron yield gamma (rough): 0.01
Air pressure: 760 Torr
Pressure times gap: 7.60 Torr cm
Estimated air discharge voltage: 865 V
Insulation field for that voltage: 3.76 MV/m
Rough strength of solid: 50 MV/m
Insulation field / solid strength: 0.087
```
